# The Knight shift and the contact density of sodium metal: a program that tests the result

```python
"""Knight shift of a cubic simple metal from the Fermi contact field.

Result under test:  K = (2/3) * chi_P * eta,   eta = V <|psi_k(0)|^2>_F
  K      relative extra field at the nucleus from conduction-electron spins
  chi_P  dimensionless (SI) Pauli susceptibility; free gas: alpha^2 k_F / pi
  eta    Fermi-surface density at the nucleus relative to a uniform density
  V      crystal volume over which psi_k is normalised
Atomic units inside formulas: mu_B = 1/2, mu_0 = 4 pi alpha^2, g = 2.
Sodium: K is given, the lattice constant is a rough rounded input.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit
from pyscf import gto, scf, dft

pi = np.pi
alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
mu_bohr = const.physical_constants["Bohr magneton"][0]


# ---- Field at the centre of a magnetisation m(r) along z (Biot-Savart) ----
def central_field(magnetisation):
    """B_z(0)/mu_0 from the current curl(m z), by direct quadrature."""
    node, weight = np.polynomial.legendre.leggauss(160)
    radius, w_radius = 20 * (node + 1), 20 * weight
    cosine, w_cosine = np.polynomial.legendre.leggauss(16)
    phi = 2 * pi * np.arange(16) / 16
    r, c, p = np.meshgrid(radius, cosine, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    x, y, z = r * s * np.cos(p), r * s * np.sin(p), r * c
    h = 1e-4
    # x dm/dx + y dm/dy, by stretching the x and y coordinates
    slope = (magnetisation((1 + h) * x, (1 + h) * y, z)
             - magnetisation((1 - h) * x, (1 - h) * y, z)) / (2 * h)
    volume = w_radius[:, None, None] * w_cosine[None, :, None] * 2 * pi / 16
    return -np.sum(volume * slope / r) / (4 * pi)


def cubic_m(x, y, z):
    r2 = x**2 + y**2 + z**2
    return np.exp(-np.sqrt(r2)) * (1 + 0.1 * (x**4 + y**4 + z**4 - 0.6 * r2**2))


def uniaxial_m(x, y, z):
    r2 = x**2 + y**2 + z**2
    return np.exp(-np.sqrt(r2)) * (1 + 0.1 * (3 * z**2 - r2))


field_cubic = central_field(cubic_m)
field_uniaxial = central_field(uniaxial_m)
assert abs(field_cubic - 2 / 3) < 1e-4
# the l = 2 part adds the dipolar integral 0.1 * 4/5 = 0.08
assert abs(field_uniaxial - 2 / 3 - 0.08) < 1e-4


# ---- Fermi-surface average in an s-p lattice model (hopping = 1) ----
def lowest_band(kx, ky, kz):
    """Energy and s weight of the lowest band; p level at 2, s-p coupling 1."""
    s_level = -2 * (np.cos(kx) + np.cos(ky) + np.cos(kz))
    mixing = 2 * np.sqrt(np.sin(kx)**2 + np.sin(ky)**2 + np.sin(kz)**2)
    half_gap = (2 - s_level) / 2
    root = np.sqrt(half_gap**2 + mixing**2)
    return (2 + s_level) / 2 - root, (1 + half_gap / root) / 2


fermi_level, kT, zeeman = -3.5, 0.04, 0.02
k_line = (np.arange(48) + 0.5) * pi / 48
energy, s_weight = lowest_band(*np.meshgrid(k_line, k_line, k_line))


def occupation(shift, mu):
    return expit((mu - energy - shift) / kT)


filling = 2 * occupation(0, fermi_level).mean()
mu_field = brentq(lambda mu: (occupation(-zeeman, mu)
                              + occupation(zeeman, mu)).mean() - filling,
                  fermi_level - 0.1, fermi_level + 0.1)
spin_excess = occupation(-zeeman, mu_field) - occupation(zeeman, mu_field)
response_total = spin_excess.mean() / (2 * zeeman)
response_s = (s_weight * spin_excess).mean() / (2 * zeeman)
occupied = occupation(0, fermi_level)
average_occupied = (s_weight * occupied).mean() / occupied.mean()

# the same quantities from an integral over the Fermi surface at T = 0
node, weight = np.polynomial.legendre.leggauss(32)
cosine, phi = np.meshgrid((node + 1) / 2, (node + 1) * pi / 4, indexing="ij")
w_angle = np.outer(weight / 2, weight * pi / 4)
sine = np.sqrt(1 - cosine**2)
direction = np.array([sine * np.cos(phi), sine * np.sin(phi), cosine])
low, high = np.zeros_like(cosine), np.full_like(cosine, 2.9)
for _ in range(50):
    middle = (low + high) / 2
    below = lowest_band(*(middle * direction))[0] < fermi_level
    low, high = np.where(below, middle, low), np.where(below, high, middle)
k_surface = (low + high) / 2
step = 1e-5
speed = (lowest_band(*((k_surface + step) * direction))[0]
         - lowest_band(*((k_surface - step) * direction))[0]) / (2 * step)
surface = 8 * w_angle * k_surface**2 / speed / (2 * pi)**3
dos_surface = surface.sum()
average_fermi = (surface * lowest_band(*(k_surface * direction))[1]).sum() / dos_surface
# 1 percent allows for the finite temperature and the k mesh of the direct sum
assert abs(response_total / dos_surface - 1) < 0.01
assert abs(response_s / (dos_surface * average_fermi) - 1) < 0.01
assert average_occupied > 1.05 * average_fermi
assert abs(mu_field - fermi_level) < 0.05 * zeeman

# ---- Sodium: bcc, one conduction electron per atom ----
knight = 0.0011
lattice = 4.3                                  # angstrom, rough input
cell = lattice**3 / 2                          # angstrom^3 per atom
k_fermi = (3 * pi**2 / cell)**(1 / 3)          # 1/angstrom
kf = k_fermi * bohr                            # atomic units
e_fermi = hartree * kf**2 / 2
dos_atom = 1.5 / e_fermi                       # both spins, per eV and atom
chi_pauli = alpha**2 * kf / pi
eta = 3 * pi * knight / (2 * alpha**2 * kf)
density_fermi = eta / cell

# finite-field filling of two spin spheres, wholly in SI units
tesla = 50.0
n_si = 1 / (cell * const.angstrom**3)
ef_si = (const.hbar * k_fermi / const.angstrom)**2 / (2 * const.m_e)
polarisation = brentq(lambda p: ef_si * ((1 + p)**(2 / 3) - (1 - p)**(2 / 3))
                      / (2 * mu_bohr * tesla) - 1, 0, 0.1, xtol=1e-15)
chi_direct = const.mu_0 * n_si * mu_bohr * polarisation / tesla
assert abs(chi_direct / chi_pauli - 1) < 1e-5
knight_direct = field_cubic * chi_direct * eta
assert abs(knight_direct / knight - 1) < 1e-3
assert abs(const.mu_0 * mu_bohr**2 * dos_atom * n_si / const.e / chi_pauli - 1) < 1e-5


# ---- Exchange-correlation enhancement of the spin susceptibility ----
def susceptibility_factor(functional):
    """Ratio to the free-gas value from energies at small polarisation."""
    density, h = kf**3 / (3 * pi**2), 0.02
    zeta = np.array([-h, 0.0, h])
    exc = dft.libxc.eval_xc(functional, (density * (1 + zeta) / 2,
                                         density * (1 - zeta) / 2), spin=1)[0]
    kinetic = 0.15 * kf**2 * ((1 + zeta)**(5 / 3) + (1 - zeta)**(5 / 3))
    curve = [(e[0] - 2 * e[1] + e[2]) / h**2 for e in (kinetic, kinetic + exc)]
    return curve[0] / curve[1]


factor_exchange = susceptibility_factor("lda_x,")
factor_lsda = susceptibility_factor("lda_x,lda_c_pw")
assert abs(1 / factor_exchange - (1 - 1 / (pi * kf))) < 1e-3
assert 1 < factor_lsda < factor_exchange
eta_lsda = eta / factor_lsda

# ---- Free sodium atom: 3s density at the nucleus ----
s_shells = [[0, [0.01 * 2.2**i, 1.0]] for i in range(27)]
p_shells = [[1, [0.03 * 2.5**i, 1.0]] for i in range(12)]
origin = np.zeros((1, 3))

ion = gto.M(atom="Na 0 0 0", basis={"Na": s_shells}, spin=1, verbose=0)
_, ion_orbitals = eigh(ion.intor("int1e_kin") + ion.intor("int1e_nuc"),
                       ion.intor("int1e_ovlp"))
ion_contact = (ion.eval_gto("GTOval_sph", origin) @ ion_orbitals)[0]**2
ion_ratio = [ion_contact[n - 1] * pi * n**3 / 11**3 for n in (1, 3)]
assert max(abs(ratio - 1) for ratio in ion_ratio) < 0.02

atom = gto.M(atom="Na 0 0 0", basis={"Na": s_shells + p_shells}, spin=1, verbose=0)


def valence_contact(solver):
    assert solver.converged
    orbital = solver.mo_coeff[:, solver.mo_occ == 1]
    assert orbital.shape[1] == 1
    return (atom.eval_gto("GTOval_sph", origin) @ orbital)[0, 0]**2 / bohr**3


hf = scf.ROHF(atom)
hf.kernel()
lda = dft.ROKS(atom)
lda.xc = "lda_x,lda_c_pw"
lda.grids.level = 4
lda.kernel(dm0=hf.make_rdm1())
contact_hf, contact_lda = valence_contact(hf), valence_contact(lda)
# the ion core raises the valence density far above the uniform value
assert min(contact_hf, contact_lda) * cell > 50

print("FIELD AT THE NUCLEUS, B(0)/(mu_0 m(0))")
print(f"cubic magnetisation: {field_cubic:.5f}")
print(f"with an added l=2 term: {field_uniaxial:.5f}")
print("S-P LATTICE MODEL (energies in units of the hopping)")
print(f"Fermi level, kT, Zeeman shift: {fermi_level}, {kT}, {zeeman}")
print(f"shift of chemical potential in field: {mu_field - fermi_level:.2e}")
print(f"states per spin, finite field: {response_total:.5f}")
print(f"states per spin, surface integral: {dos_surface:.5f}")
print(f"s-spin response, finite field: {response_s:.5f}")
print(f"s-spin response, surface formula: {dos_surface * average_fermi:.5f}")
print(f"s weight averaged over Fermi surface: {average_fermi:.4f}")
print(f"s weight averaged over occupied states: {average_occupied:.4f}")
print("SODIUM, FREE-ELECTRON PAULI SUSCEPTIBILITY")
print(f"Knight shift (given): {100 * knight:.2f} percent")
print(f"bcc lattice constant (rough input): {lattice:.1f} angstrom")
print(f"volume per atom: {cell:.2f} angstrom^3")
print(f"Fermi wavenumber: {k_fermi:.4f} 1/angstrom")
print(f"Fermi wavenumber in atomic units: {kf:.4f} 1/bohr")
print(f"Fermi energy: {e_fermi:.3f} eV")
print(f"density of states, both spins: {dos_atom:.4f} per eV per atom")
print(f"fine-structure constant squared: {alpha**2:.5e}")
print(f"chi_P, formula (SI, dimensionless): {chi_pauli:.4e}")
print(f"chi_P, finite-field filling at {tesla:.0f} T: {chi_direct:.4e}")
print(f"shift if eta were 1: {100 * 2 * chi_pauli / 3:.3e} percent")
print(f"enhancement factor eta: {eta:.1f}")
print(f"eta for K = 0.105 percent: {eta * 0.00105 / knight:.1f}")
print(f"eta for K = 0.115 percent: {eta * 0.00115 / knight:.1f}")
print(f"Fermi-surface density at nucleus: {density_fermi:.3f} 1/angstrom^3")
print(f"the same in atomic units: {density_fermi * bohr**3:.3f} 1/bohr^3")
print(f"K recomputed from finite field: {100 * knight_direct:.4f} percent")
print("SODIUM, WITH EXCHANGE AND CORRELATION")
print(f"susceptibility factor S, exchange only: {factor_exchange:.3f}")
print(f"susceptibility factor S, LSDA: {factor_lsda:.3f}")
print(f"chi with LSDA factor: {chi_pauli * factor_lsda:.4e}")
print(f"enhancement factor eta with LSDA factor: {eta_lsda:.1f}")
print(f"density at nucleus with LSDA factor: {eta_lsda / cell:.3f} 1/angstrom^3")
print("FREE SODIUM ATOM, 3s ORBITAL")
print(f"basis test, ion 1s and 3s, ratio to exact: {ion_ratio[0]:.4f}, {ion_ratio[1]:.4f}")
print(f"density at nucleus, Hartree-Fock: {contact_hf:.3f} 1/angstrom^3")
print(f"density at nucleus, LDA: {contact_lda:.3f} 1/angstrom^3")
print(f"times volume per atom, Hartree-Fock: {contact_hf * cell:.1f}")
print(f"times volume per atom, LDA: {contact_lda * cell:.1f}")
print(f"metal/atom, free-electron chi, HF and LDA: "
      f"{density_fermi / contact_hf:.2f}, {density_fermi / contact_lda:.2f}")
print(f"metal/atom, LSDA chi, HF and LDA: "
      f"{eta_lsda / cell / contact_hf:.2f}, {eta_lsda / cell / contact_lda:.2f}")
print("checks complete")
```

Printed output:

```
FIELD AT THE NUCLEUS, B(0)/(mu_0 m(0))
cubic magnetisation: 0.66667
with an added l=2 term: 0.74667
S-P LATTICE MODEL (energies in units of the hopping)
Fermi level, kT, Zeeman shift: -3.5, 0.04, 0.02
shift of chemical potential in field: -7.55e-05
states per spin, finite field: 0.11846
states per spin, surface integral: 0.11864
s-spin response, finite field: 0.09525
s-spin response, surface formula: 0.09542
s weight averaged over Fermi surface: 0.8043
s weight averaged over occupied states: 0.8686
SODIUM, FREE-ELECTRON PAULI SUSCEPTIBILITY
Knight shift (given): 0.11 percent
bcc lattice constant (rough input): 4.3 angstrom
volume per atom: 39.75 angstrom^3
Fermi wavenumber: 0.9065 1/angstrom
Fermi wavenumber in atomic units: 0.4797 1/bohr
Fermi energy: 3.131 eV
density of states, both spins: 0.4791 per eV per atom
fine-structure constant squared: 5.32514e-05
chi_P, formula (SI, dimensionless): 8.1307e-06
chi_P, finite-field filling at 50 T: 8.1307e-06
shift if eta were 1: 5.420e-04 percent
enhancement factor eta: 202.9
eta for K = 0.105 percent: 193.7
eta for K = 0.115 percent: 212.2
Fermi-surface density at nucleus: 5.105 1/angstrom^3
the same in atomic units: 0.756 1/bohr^3
K recomputed from finite field: 0.1100 percent
SODIUM, WITH EXCHANGE AND CORRELATION
susceptibility factor S, exchange only: 2.973
susceptibility factor S, LSDA: 1.584
chi with LSDA factor: 1.2878e-05
enhancement factor eta with LSDA factor: 128.1
density at nucleus with LSDA factor: 3.223 1/angstrom^3
FREE SODIUM ATOM, 3s ORBITAL
basis test, ion 1s and 3s, ratio to exact: 0.9977, 0.9981
density at nucleus, Hartree-Fock: 3.566 1/angstrom^3
density at nucleus, LDA: 5.548 1/angstrom^3
times volume per atom, Hartree-Fock: 141.8
times volume per atom, LDA: 220.6
metal/atom, free-electron chi, HF and LDA: 1.43, 0.92
metal/atom, LSDA chi, HF and LDA: 0.90, 0.58
checks complete
```
